# Split-off coupling and the first light-hole level in thin silicon

## Problem

A silicon film of width \(L=3\) nm is confined along [001] by hard walls. Its valence band is described by the six-band Luttinger–Kohn model with spin-orbit splitting \(\Delta=44\) meV and Luttinger parameters \(\gamma_1=4.29\) and \(\gamma_2=0.34\). These inputs are chosen for the example and are close to silicon's; their last digits are not claimed as measured values. The in-plane wave vector is zero.

If the split-off band is ignored, the first light-hole level lies at a certain confinement energy. By how much does coupling to the split-off band lower it, and what kind of state results?

Hole energies are counted positive away from the bulk valence edge, so a lower level is one closer to that edge. Energies are in meV and lengths in nm. The natural unit of confinement energy is

\[
t=\frac{\hbar^2}{2m_0}\left(\frac{\pi}{L}\right)^2
=38.100\times\left(\frac{\pi}{3}\right)^2=41.78\ \text{meV},
\]

where \(m_0\) is the free-electron mass and \(\hbar^2/2m_0=38.100\) meV nm².

## A tempting solution

**Kinetic energy.** The valence states at the band edge are built from three orbitals \(p_x,p_y,p_z\), each with spin up or down. For motion along \(z\), reflection in \(x\) or in \(y\) forbids mixing between different orbitals, and the fourfold symmetry about \(z\) makes \(p_x\) and \(p_y\) equivalent. Two coefficients, in units of \(\hbar^2k_z^2/2m_0\), are therefore enough. The Luttinger parameters express them as

\[
A_\perp=\gamma_1-2\gamma_2\quad(p_x,p_y),\qquad
A_\parallel=\gamma_1+4\gamma_2\quad(p_z).
\]

Thus \(\gamma_1\) is the average over the three orbitals, and \(6\gamma_2=A_\parallel-A_\perp\) measures how much more kinetic energy \(p_z\) costs.

**Spin-orbit energy.** In hole energies this term is \(\Delta(1-2\,\mathbf L\cdot\mathbf S)/3\), where \(\mathbf L\) is the orbital angular momentum of the \(p\) states and \(\mathbf S\) the spin, both in units of \(\hbar\). With \(\mathbf J=\mathbf L+\mathbf S\), \(l=1\) and \(s=\tfrac12\),

\[
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}+\tfrac12, & j=\tfrac32\\[2pt] -1, & j=\tfrac12.\end{cases}
\]

The energy is then 0 for \(j=\tfrac32\) and \(\Delta\) for \(j=\tfrac12\), the split-off band.

**States.** Both terms conserve \(J_z\), whose value is called \(m\). Let \(|{+1}\rangle,|0\rangle,|{-1}\rangle\) be the orbital states of definite \(L_z\). Here \(|0\rangle\) is \(p_z\), and the other two are combinations of \(p_x\) and \(p_y\). The heavy hole with \(m=\tfrac32\) is \(|{+1},\uparrow\rangle\). It is alone in its sector and contains no \(p_z\), so its kinetic coefficient is \(A_\perp\).

Applying the lowering operator \(J_-=L_-+S_-\) to this state gives

\[
\sqrt3\,\left|\tfrac32,\tfrac12\right\rangle
=\sqrt2\,|0,\uparrow\rangle+|{+1},\downarrow\rangle .
\]

This fixes the light-hole state \(|\ell\rangle\). The split-off state \(|s\rangle\) with the same \(m\) is orthogonal to it:

\[
|\ell\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|{+1},\downarrow\rangle,\qquad
|s\rangle=\sqrt{\tfrac13}\,|0,\uparrow\rangle-\sqrt{\tfrac23}\,|{+1},\downarrow\rangle .
\]

**Matrix elements.** The kinetic operator multiplies \(|0,\uparrow\rangle\) by \(A_\parallel\) and \(|{+1},\downarrow\rangle\) by \(A_\perp\). Hence

\[
\begin{aligned}
K_{\ell\ell}&=\tfrac23A_\parallel+\tfrac13A_\perp=\gamma_1+2\gamma_2,\\
K_{ss}&=\tfrac13A_\parallel+\tfrac23A_\perp=\gamma_1,\\
K_{\ell s}&=\tfrac{\sqrt2}{3}\,(A_\parallel-A_\perp)=2\sqrt2\,\gamma_2 .
\end{aligned}
\]

The sector \(m=-\tfrac12\) follows by time reversal and has the same energies.

**Confinement.** Every kinetic entry multiplies the same operator, \(-(\hbar^2/2m_0)\,d^2/dz^2\), and \(\Delta\) does not depend on \(z\). Both components vanish at the same walls. A constant two-component vector times \(\sin(n\pi z/L)\) therefore solves the problem, with \(n^2t\) in place of the kinetic operator. Since the sine functions are complete on the interval, no levels are missed. For \(n=1\) the matrix is

\[
H=\begin{pmatrix}E_\ell & c\\ c& E_s\end{pmatrix},\qquad
\begin{aligned}
E_\ell&=(\gamma_1+2\gamma_2)t=207.65\ \text{meV},\\
E_s&=\gamma_1t+\Delta=223.24\ \text{meV},\\
c&=2\sqrt2\,\gamma_2t=40.18\ \text{meV}.
\end{aligned}
\]

**The last step.** The split-off level lies above the light-hole level by

\[
G=E_s-E_\ell=\Delta-2\gamma_2t=44-28.41=15.59\ \text{meV}.
\]

Second-order perturbation theory says that a level is pushed down by the squared coupling divided by the spacing:

\[
\delta_{\text{pert}}=\frac{c^2}{G}=\frac{40.18^2}{15.59}\approx104\ \text{meV}.
\]

The light hole would then sit at \(207.65-103.56\approx104\) meV.

## Where it fails

This answer violates a bound. In any state of the film, the kinetic coefficient is at least \(A_\perp\), the mean of \(-d^2/dz^2\) is at least \((\pi/L)^2\), and the spin-orbit energy is not negative. No hole level of this model can therefore lie below

\[
E_{\text{HH}}=(\gamma_1-2\gamma_2)t=150.83\ \text{meV},
\]

which is the first heavy-hole level. The lowering cannot exceed

\[
E_\ell-E_{\text{HH}}=4\gamma_2t=56.82\ \text{meV}.
\]

The matrix \(H\) is correct. The fault lies in the last step, which assumes that the coupling is small compared with the spacing. Here \(c=40.18\) meV while \(G=15.59\) meV. The next term of the perturbation series, \(-c^4/G^3\), is about \(-690\) meV, so adding terms does not help.

The coupling is not small even against the bulk splitting of 44 meV, and confinement makes the spacing smaller still. The light hole has the larger diagonal kinetic coefficient, so it rises faster than the split-off state as the film is thinned. The same confinement increases the coupling.

## The right solution

Write the lower eigenvalue as \(E=E_\ell-\delta\). The condition \(\det(H-E)=0\) becomes

\[
(E_\ell-E)(E_s-E)-c^2=\delta(\delta+G)-c^2=0 .
\]

The two solutions of \(\delta^2+G\delta-c^2=0\) have opposite signs, because their product is \(-c^2\). The positive one belongs to the lower level:

\[
\boxed{\;\delta=\tfrac12\left[\sqrt{(\Delta-2\gamma_2t)^2+32\gamma_2^2t^2}-(\Delta-2\gamma_2t)\right]\;}
\]

where \(4c^2=32\gamma_2^2t^2\). The average coefficient \(\gamma_1\) has dropped out, since it shifts both levels equally. For the film,

\[
\delta=\tfrac12\left[\sqrt{15.59^2+4\times40.18^2}-15.59\right]
=\tfrac12(81.86-15.59)\approx33.1\ \text{meV},
\]

or about 0.00122 hartree. The light-hole level moves from 207.7 to 174.5 meV. The upper root moves up by the same amount, from 223.2 to 256.4 meV.

Levels with \(n=2\) do not interfere with this assignment. By the bound above, with \(4t\) in place of \(t\), they lie at or above \(4E_{\text{HH}}\approx603\) meV.

### What the state is

The first row of \((H-E)\psi=0\), with \(\psi=a|\ell\rangle+b|s\rangle\), reads \(\delta a+cb=0\), so \(b/a=-\delta/c\). The split-off weight is

\[
w_s=\frac{\delta^2}{\delta^2+c^2}=0.405 .
\]

The name "light hole" is thus only a label for the level that becomes the pure light hole as \(\Delta\) grows. The state is about 60% light hole and 40% split-off.

The minus sign in \(b/a\) matters. The two contributions to the \(p_z\) amplitude subtract, and the \(p_z\) weight is

\[
w_z=\left(\sqrt{\tfrac23(1-w_s)}-\sqrt{\tfrac13w_s}\right)^2=0.069,
\]

compared with \(\tfrac23\) in the pure light hole. Mixing has removed most of the orbital that is costly to confine. Since the kinetic coefficient of any state in this sector is \(A_\perp+6\gamma_2w_z\), the kinetic energy falls by

\[
6\gamma_2t\left(\tfrac23-w_z\right)=50.9\ \text{meV}.
\]

The price is the spin-orbit energy \(\Delta w_s=17.8\) meV. The difference, 33.1 meV, is the lowering.

### Limits

**Large splitting.** When \(\Delta\gg\gamma_2t\), expansion of the square root gives \(\delta\simeq c^2/\Delta=8\gamma_2^2t^2/\Delta\). At fixed \(\Delta\) this is also the wide-film limit, where \(\delta\) falls as \(L^{-4}\). Perturbation theory is then sound.

Used outside its range, for the 3 nm film, this formula gives 36.7 meV, which is 11% above the full result. The closeness has a simple origin. The quadratic equation can be written as \(\delta=c^2/(G+\delta)\), so the true denominator is \(15.6+33.1=48.7\) meV, which happens to be near \(\Delta=44\) meV. The agreement does not show that the expansion is valid.

**Small splitting.** For \(\Delta=0\) the root is \(6\gamma_2t\), and \(\delta=\tfrac12(6+2)\gamma_2t=4\gamma_2t\). The bound is reached, and the level meets the heavy hole. Without spin-orbit energy the orbitals separate, and the state is purely \(|{+1},\downarrow\rangle\).

To first order in \(\Delta\), the square root is

\[
\sqrt{36\gamma_2^2t^2-4\gamma_2t\Delta+\Delta^2}\simeq6\gamma_2t-\tfrac13\Delta,
\qquad\text{so}\qquad
\delta\simeq4\gamma_2t-\tfrac23\Delta .
\]

The second term is the spin-orbit energy of \(|{+1},\downarrow\rangle\), for which \(\langle\mathbf L\cdot\mathbf S\rangle=-\tfrac12\). For the film this estimate is \(56.8-29.3=27.5\) meV, 17% below the full result. At 3 nm neither limit is accurate.

**Between the limits.** Differentiating the boxed formula at fixed \(t\) gives

\[
\frac{d\delta}{d\Delta}=\frac12\left(\frac{G}{\sqrt{G^2+4c^2}}-1\right)=-w_s<0 ,
\]

so the lowering decreases steadily as the split-off band moves away.

**Where perturbation theory returns.** For \(G>0\), its series requires \(2c\le G\), or \((2+4\sqrt2)\gamma_2t\le\Delta\). With the present parameters this means \(t\le16.9\) meV, hence \(L\ge4.7\) nm. Even at that edge, where \(c=G/2\), the second-order result \(0.25\,G\) exceeds the full value \(0.207\,G\) by 21%.

## What the number means for a real film

The example resembles the channel of a very thin silicon-on-insulator transistor.

In the model, the coupling reduces the spacing between the first heavy-hole and light-hole levels from 56.8 to 23.7 meV. At 300 K the thermal energy is 25.9 meV, so the Boltzmann factor between the two subband edges rises from 0.11 to 0.40. With hard walls, a four-band model would therefore make the second subband seem much harder to reach. With the first of the softer walls described next, which keeps silicon's kinetic parameters in the barrier, the factor rises only from 0.22 to 0.44, and with the second, which has free-electron parameters in the barrier, only from 0.43 to 0.55. These factors are not populations, which also require the in-plane densities of states and the Fermi level.

The assumption that matters most among those sized here is the hard wall. An oxide barrier is roughly 4.5 eV high for holes, and the wave function enters it. I replaced the walls by such steps and solved the two-component equation by finite differences, keeping silicon's kinetic parameters and \(\Delta\) inside the barrier. The light-hole level is then about 160 meV without coupling and 142 meV with it. The lowering is about 18 meV, little more than half the hard-wall value. The true oxide has other kinetic parameters, and the result depends strongly on them. If every orbital has the free-electron coefficient 1 in the barrier, and the wave function and its flux are continuous at the walls, the lowering drops to about 7 meV. The calculation thus shows that the softness of the wall matters, but it does not predict the value for a device.

The reduction can be followed by hand. An orbital with coefficient \(A\) penetrates a high barrier \(V\) by about \(\sqrt{(\hbar^2/2m_0)A/V}\). This is 0.219 nm for \(p_z\) and 0.175 nm for \(p_x,p_y\). Adding twice this length to \(L\) gives orbital confinement energies of about 180 and 121 meV, instead of \(A_\parallel t=236\) and \(A_\perp t=151\) meV. Their difference \(d\), which drives the mixing, falls from 85 to 59 meV. In terms of \(d=6\gamma_2t\), the earlier expressions are \(c=\sqrt2\,d/3\) and \(G=\Delta-d/3\). With \(d=59\) meV they give \(c\approx28\), \(G\approx24\) and \(\delta\approx18\) meV, in line with the numerical solution. The costly orbital gains more from the soft wall, so less is saved by removing it.

The other corrections were sized with hard walls, changing one quantity at a time:

- One atomic layer, 0.136 nm, changes \(\delta\) to 38.1 meV in the thinner film and 28.9 meV in the thicker one.
- Taking \(\gamma_2=0.32\) or 0.36 gives 30.2 or 36.1 meV.
- A transverse field of 0.5 MV/cm, included by finite differences, shifts the coupled level by \(-1.6\) meV, with the potential measured from the middle of the film. It changes \(\delta\) only to 33.5 meV.
- Bands outside the six-band set make the kinetic parameters depend on energy. The level lies at 5% of a remote-band gap of roughly 3.4 eV. Reducing \(\gamma_2\) by that share gives 30.5 meV. This only indicates a scale: \(\gamma_2\) is a difference between larger remote-band terms with different gaps, so its actual change need not follow that share.

Strain is left out. It shifts the light and heavy holes relative to each other and also couples the light hole to the split-off band, so a strained film needs its own matrix. At finite in-plane wave vector the heavy hole joins the mixing as well, and the two-by-two matrix no longer suffices. The value of 33 meV therefore belongs to the subband edge of an unstrained film with hard walls.
